# Why Hellmann-Feynman stress follows free energy in a metal with smearing

**Question.** In a metal calculation with Fermi-Dirac smearing, the Hellmann-Feynman stress is computed from the kinetic, electrostatic and exchange-correlation energies. No entropy appears in it. Why does it nevertheless match the strain derivative of the free energy $A=E-TS$ at fixed electron number, and not that of the internal energy $E$?

## The mechanism: two kinds of response

The stress formula differentiates the energy while the orbital coefficients and occupations are held still. In a real deformation both change. The formula can equal a total derivative only if these changes cost nothing to first order, that is, if the differentiated function is stationary with respect to them.

For the orbitals this holds for both $E$ and $A$. For the occupations it does not. When strain shifts the levels, electrons move between states near the Fermi level. Moving an electron from a level $e_1$ to a level $e_2$ changes $E$ by $e_2-e_1$, which is a first-order cost. It also changes the entropy. At Fermi-Dirac equilibrium $T\,dS$ equals that energy cost, so $A$ does not change to first order. The entropy is therefore absent from the stress formula for two reasons: it has no explicit dependence on strain, and its response cancels the occupation response of $E$.

This concerns derivatives at fixed temperature. If the entropy is held fixed instead, the derivative of $E$ does equal the stress, as shown below.

## Setting up the derivative

Let $i$ label spin orbitals, including their k-point, with k-point weight $w_i$, level $e_i$ and occupation $0<f_i<1$. Then

$$N=\sum_i w_i f_i,\qquad f_i=\frac{1}{e^{(e_i-\mu)/k_BT}+1},$$

$$S=-k_B\sum_i w_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right].$$

The strain $\varepsilon_{ab}$ is symmetric and measured from the current cell of volume $\Omega$; tension is positive. The k-points and plane waves are labelled by fixed reduced coordinates, so their wave vectors deform with the cell. The plane waves $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}/\sqrt\Omega$ are orthonormal at every strain, so the normalization $c_i^\dagger c_i=1$ of the coefficient vector $c_i$ contains no strain. The ion sits at a site fixed by symmetry, so no internal displacement enters. The exchange-correlation functional has no explicit temperature dependence.

Define the stress by the explicit derivative,

$$\Omega\sigma_{ab}=\left.\frac{\partial E[c,f;\varepsilon]}{\partial\varepsilon_{ab}}\right|_{c,f}.$$

The total derivative of $E$ has three parts:

$$\frac{dE}{d\varepsilon}=\Omega\sigma+\sum_i\left(\frac{dc_i^\dagger}{d\varepsilon}\frac{\partial E}{\partial c_i^\dagger}+\text{c.c.}\right)+\sum_i\frac{\partial E}{\partial f_i}\frac{df_i}{d\varepsilon}.$$

**Orbitals.** The density is $\sum_i w_if_i|\psi_i|^2$. Varying it in the Hartree and exchange-correlation energies produces the corresponding potentials, so together with the kinetic and ionic terms

$$\frac{\partial E}{\partial c_i^\dagger}=w_if_iHc_i=w_if_ie_ic_i,$$

where $H$ is the self-consistent Hamiltonian. The orbital part is then

$$\sum_i w_if_ie_i\left(\frac{dc_i^\dagger}{d\varepsilon}c_i+c_i^\dagger\frac{dc_i}{d\varepsilon}\right)=\sum_i w_if_ie_i\frac{d(c_i^\dagger c_i)}{d\varepsilon}=0 .$$

**Occupations in $E$.** Changing $f_i$ with the orbitals held adds density $w_i|\psi_i|^2$ and kinetic energy in the same proportion. The same potentials appear, which gives Janak's relation:

$$\frac{\partial E}{\partial f_i}=w_i\,c_i^\dagger Hc_i=w_ie_i .$$

This is not zero, and it differs from level to level.

**Occupations in $TS$.** Differentiating the entropy, the two constants $+1$ and $-1$ cancel:

$$\frac{\partial S}{\partial f_i}=-k_Bw_i\left[\ln f_i+1-\ln(1-f_i)-1\right]=k_Bw_i\ln\frac{1-f_i}{f_i}.$$

The Fermi-Dirac form gives $(1-f_i)/f_i=e^{(e_i-\mu)/k_BT}$, hence

$$T\frac{\partial S}{\partial f_i}=w_i(e_i-\mu).$$

## The two formulas

Subtracting the last result from Janak's relation gives

$$\frac{\partial A}{\partial f_i}=w_ie_i-w_i(e_i-\mu)=w_i\mu .$$

The free energy responds equally to an electron placed in any state. At fixed $N$, $\sum_iw_i\,df_i=0$, so its whole occupation response is $\mu\sum_iw_i\,df_i=0$. Since $S$ depends on strain only through the $f_i$, the explicit derivative of $A$ is that of $E$, and

$$\boxed{\left(\frac{\partial A}{\partial\varepsilon_{ab}}\right)_{T,N}=\Omega\sigma_{ab}}$$

For $E$ the occupation part survives. Because $\sum_iw_i\,df_i=0$, one may subtract $\mu$ from every level without changing the sum:

$$\sum_iw_ie_i\,df_i=\sum_iw_i(e_i-\mu)\,df_i=T\,dS .$$

Therefore

$$\boxed{\left(\frac{\partial E}{\partial\varepsilon_{ab}}\right)_{T,N}=\Omega\sigma_{ab}+T\left(\frac{\partial S}{\partial\varepsilon_{ab}}\right)_{T,N}}$$

The argument used the Fermi-Dirac form at one point: it makes $E-TS$ stationary at fixed $N$. Another occupation rule works equally well if it is paired with the entropy-like function for which it, too, is stationary. Fermi-Dirac occupations paired with some other entropy would break the cancellation.

## What is held fixed

**Fixed entropy.** Setting $dS=0$ in $dE=\Omega\sigma\,d\varepsilon+T\,dS$ gives $(\partial E/\partial\varepsilon)_{S,N}=\Omega\sigma$. The temperature must then change whenever the strain would alter the entropy at fixed $T$. Freezing each $f_i$ gives the same derivative more directly, because the occupation part is absent.

**Fixed chemical potential.** If electrons may enter or leave, $\sum_iw_i\,df_i=dN$ and

$$\left(\frac{\partial A}{\partial\varepsilon}\right)_{T,\mu}=\Omega\sigma+\mu\left(\frac{\partial N}{\partial\varepsilon}\right)_{T,\mu}.$$

Subtracting $\mu N$ removes the last term, so the matching function at fixed $\mu$ is the grand potential $A-\mu N$. In a periodic crystal with Coulomb forces a change of $N$ charges the cell and requires a further convention. The clean illustration is therefore independent electrons in a frozen potential.

## The explicit terms

In Hartree atomic units, write $\mathbf q=\mathbf k+\mathbf G$. A strain changes reciprocal vectors by $\delta q_a=-\sum_b\varepsilon_{ab}q_b$, so $q^2/2$ has explicit derivative $-q_aq_b$. The kinetic contribution to $\Omega\sigma_{ab}$ is

$$-\sum_iw_if_i\sum_{\mathbf G}|c_{i\mathbf G}|^2q_aq_b .$$

Let $n_{\mathbf G}$ be the Fourier coefficients of $\Omega$ times the density $\rho$. They are built from $c$ and $f$ alone and stay fixed. The Hartree energy is $(2\pi/\Omega)\sum_{\mathbf G\ne0}|n_{\mathbf G}|^2/G^2$. The prefactor $1/\Omega$ contributes $-\delta_{ab}$ and the factor $1/G^2$ contributes $+2G_aG_b/G^2$:

$$\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|n_{\mathbf G}|^2}{G^2}\left(\frac{2G_aG_b}{G^2}-\delta_{ab}\right).$$

For a local ionic potential with transform $u(G)$, the energy $\sum_{\mathbf G} n^*_{\mathbf G}u(G)/\Omega$ gives, by the same two changes,

$$\frac1\Omega\sum_{\mathbf G}n^*_{\mathbf G}\left[-\delta_{ab}u(G)-\frac{G_aG_b}{G}\frac{du}{dG}\right],$$

where the second term is absent at $\mathbf G=0$. In the exchange-correlation energy $\Omega\langle\rho\,\epsilon_{xc}(\rho)\rangle$, angle brackets denote the cell average. The volume rises by $\Omega\delta_{ab}$ per unit strain while $\rho$ falls by $\rho\,\delta_{ab}$. With $v_{xc}=d(\rho\epsilon_{xc})/d\rho$ the result is $\delta_{ab}\Omega\langle\rho(\epsilon_{xc}-v_{xc})\rangle$. The ion-ion energy depends on the lattice alone, so its derivative is wholly explicit. No term contains $S$.

## How large is the entropy term?

Take a density of states $g$, counting both spins, that is nearly constant within a few $k_BT$ of the Fermi energy $E_F$. With $x=(e-\mu)/k_BT$ and $s=-f\ln f-(1-f)\ln(1-f)$, the entropy is $S=k_B^2Tg\int s\,dx$. Since $ds/df=\ln[(1-f)/f]=x$, integration by parts gives

$$\int s\,dx=-\int x\frac{ds}{dx}dx=\int x^2\left(-\frac{df}{dx}\right)dx=4\int_0^\infty\frac{x\,dx}{e^x+1}=\frac{\pi^2}{3}.$$

The third equality uses the evenness of $-df/dx$ and a second integration by parts; the last integral is $\pi^2/12$. Thus $TS=\pi^2g(k_BT)^2/3$.

For free electrons $N\propto E_F^{3/2}$ at fixed volume, so $g=3N/(2E_F)$ and

$$TS=\frac{\pi^2N(k_BT)^2}{2E_F}.$$

At fixed $N$, $E_F\propto V^{-2/3}$, so $TS\propto V^{2/3}$ at fixed $T$. With electron density $n=N/V$,

$$T\frac{\partial S}{\partial V}=\frac{2}{3}\frac{TS}{V}=\frac{\pi^2n(k_BT)^2}{3E_F}.$$

Stretching one axis by a small strain $\delta$ changes $V$ by $V\delta$. This expression is therefore also the entropy term in each normal stress component of the gas.

The same stationarity gives $(\partial A/\partial T)_N=-S$ at fixed strain. Because $S$ is proportional to $T$ at leading order, integration from zero gives

$$A(T)-E(0)=-\tfrac12TS,\qquad E(T)-E(0)=+\tfrac12TS .$$

So matching $A$ does not make the stress free of smearing error. Relative to zero smearing, the derivative of $A$ is off by $-\tfrac12T\,\partial S/\partial\varepsilon$ and that of $E$ by the opposite amount. Their mean removes the $T^2$ error. This expansion needs k-point sampling fine enough to represent a smooth $g$; the two boxed formulas hold on any fixed mesh.

## Numbers for a stretched interconnect film

The model is a one-atom periodic cell of an aluminium-like fcc metal with lattice constant 0.405 nm and three valence electrons. It contains no surface and stands for the interior of a (001) film. Its local pseudopotential is $-3/r$ outside a core radius and zero inside, in atomic units. Exchange is Slater's and correlation is PW92. The smearing is $k_BT=0.30$ eV, the k-mesh $8^3$, and the plane waves are those below 108.8 eV in the unstrained cell. The core radius, 0.0651 nm, was solved for so that the unstrained cell has zero Hellmann-Feynman pressure at these settings.

The film is stretched by 0.200 % along both in-plane axes. Its thickness is relaxed until the Hellmann-Feynman normal stress vanishes, as at a free surface; this takes a normal strain of −0.181 %.

Self-consistent solutions at further strains of ±0.1 % supply the derivatives at fixed $T$ and $N$. In-plane values are divided by two because both axes are strained together.

| Stress, GPa | In plane | Normal |
|---|---:|---:|
| Hellmann-Feynman | 0.309 | 0.000 |
| From $A$ | 0.309 | 0.000 |
| From $E$ | 1.345 | 0.832 |
| $T\,\partial S/\partial\varepsilon$ per volume | 1.036 | 0.832 |

The derivative of $A$ agrees with the stress within the 0.005 GPa test tolerance. The derivative of $E$ does not: in plane it exceeds the stress by $1.345-0.309=1.036$ GPa. Summing $w_ie_i\,df_i$ directly from the computed occupations also gives 1.036 GPa, which identifies electron transfer between levels as the source. Read as a stress, the derivative of $E$ would put 0.83 GPa of tension across a free surface.

Holding the entropy fixed brings the in-plane derivative of $E$ back to 0.309 GPa, and freezing the occupations also gives 0.309 GPa. At fixed entropy, $k_BT$ is 1.08 meV lower in the more stretched cell than in the less stretched one. Stretching raises the entropy at fixed $T$, so the electrons must cool to keep it constant.

For the frozen potential, the Fourier coefficients of the self-consistent potential are held while the cell deforms, so the potential has no explicit strain derivative. For independent electrons in it the Hellmann-Feynman value is −145.1 GPa. It is large because the kinetic term stands alone. The derivative of $A$ at fixed $N$ and that of $A-\mu N$ at fixed $\mu$ both give −145.1 GPa, whereas $A$ at fixed $\mu$ gives +106.2 GPa. The difference, 251.3 GPa, is the $\mu\,\partial N/\partial\varepsilon$ term. Its size depends on the energy zero, in which $\mu=8.24$ eV here.

The free-electron formula explains the scale of the entropy term. The unstrained cell holds three electrons in $0.405^3/4=0.01661$ nm³, so $n=180.6$ nm⁻³, and $E_F=11.65$ eV. With 1 eV/nm³ = 0.1602 GPa,

$$\frac{\pi^2(180.6)(0.30)^2}{3(11.65)}\ \frac{\text{eV}}{\text{nm}^3}=4.59\ \frac{\text{eV}}{\text{nm}^3}=0.735\ \text{GPa}.$$

Quadrature over the gas levels gives 0.734 GPa. In the gas, the derivatives of $A$ and $E$ lie 0.367 GPa below and above the zero-temperature value, while their mean misses it by less than 0.001 GPa.

The crystal's two entropy terms differ from each other, 1.04 against 0.83 GPa. In the undistorted cubic cell symmetry would make them equal, so the difference appears only once the film is tetragonally distorted. With so coarse a k-mesh, its size and sign should not be read as a property of the metal. On a $12^3$ mesh, with geometry and core radius held, the in-plane entropy term is 0.89 GPa and the stress 0.280 GPa. The derivative of $A$ is then 0.281 GPa, so the identity survives although the values move. On a $16^3$ mesh the in-plane derivative of $A$ falls further, to about 0.25 GPa, while the entropy terms are about 0.90 GPa in plane and 0.81 GPa normal.

In the film, the mean of the two in-plane derivatives is 0.83 GPa. It should not be read as the zero-smearing film stress. The $8^3$ mesh is too coarse to rely on the $T^2$ expansion behind the mean. Even on a fine mesh, the thickness and the core radius would have to be solved for again, because both were set by stresses computed with smearing.

## Beside a real film

Stresses in real aluminium interconnects are roughly tens to a few hundred MPa, so the model's 0.31 GPa is at the high end. Its ratio of in-plane stress to strain, about 155 GPa, is stiffer than the rough 100 GPa of aluminium in this (001) orientation (about 110 GPa for (111)). The model value is itself unconverged: it drops to roughly 140 GPa on a $16^3$ mesh or at twice the cutoff. The smearing corresponds to 3481 K, far above any chip temperature and above the melting point; it is a numerical device. At 300 K the free-electron entropy term falls by the square of the temperature ratio to 5.5 MPa. The distinction between $A$ and $E$ is then small beside the model's 0.31 GPa, but at the smearing used here it exceeds that stress.

Larger omissions lie elsewhere. One is the basis. At fixed plane-wave integers the kinetic cutoff $E_c$ scales as $\Omega^{-2/3}$, so for a uniform expansion

$$\left(\frac{\partial A}{\partial\Omega}\right)_{E_c}=\left(\frac{\partial A}{\partial\Omega}\right)_{\text{set}}+\frac{2}{3\Omega}\frac{\partial A}{\partial\ln E_c}.$$

The last term, estimated by changing the cutoff by ±10 %, is −9.8 GPa. This is the local slope at the present cutoff, not the remaining error of the table. Doubling the cutoff, with geometry, mesh and core radius held, lowers both stress components by about 3.1 GPa and raises the entropy terms to about 1.11 GPa in plane and 0.86 GPa normal. The basis is thus far from converged for absolute stress, and the core radius was fitted with this error present. The comparison of $A$ with $E$ remains valid because every derivative uses the same fixed set of plane waves. On a finite mesh, $A$ at fixed cutoff jumps whenever a plane wave enters or leaves the basis, and the equation above describes the slope averaged over such jumps. A strain too small to change the set reproduces the stress formula. A finite difference that crosses the jumps does not, even with the correct free energy: in the cubic cell it gives about −5.7 GPa for length changes of ±0.1 % and −8.1 GPa for ±1 %, where the stress formula gives zero.

Another omission is lattice vibration. For three classical modes per atom with frequencies $\omega\propto\Omega^{-\gamma}$, the vibrational free energy $3k_BT\ln(\hbar\omega/k_BT)$ gives a pressure $3\gamma k_BT/\Omega$. With a rough $\gamma=2$ this is 1.5 GPa at 300 K if the volume is held fixed. Since 300 K lies below the Debye temperature of aluminium, roughly 430 K, this is an estimate of the total: a Debye spectrum gives about 1.6 GPa, half of it from zero-point motion. A free lattice relieves it by expanding; a film bonded to a substrate can do so freely only through its thickness, since in plane it must follow the substrate. The 0.31 GPa is therefore a model value for comparing derivatives, not a prediction for a device. The remaining values are in the numerical output.

## Numbers as computed

```
lattice constant 0.405 nm; valence electrons 3
smearing kT 0.30 eV; as temperature 3481 K
plane-wave cutoff 108.8 eV; k-mesh 8^3, 59 irreducible points
plane waves per k-point 38 to 52
core radius solved for 0.06514 nm
unstrained mean stress 0.00000 GPa
film strain in plane 0.200 %, normal -0.1808 %
film cell volume 0.016644 nm^3
film entropy 0.38971 k per cell; T S 0.11691 eV
finite-difference strain step 0.0010; test tolerance 0.005 GPa
inplane: Hellmann-Feynman stress 0.3091 GPa
inplane: from free energy A, fixed T,N 0.3089 GPa
inplane: from internal energy E, fixed T,N 1.3454 GPa
inplane: T dS/dstrain per volume 1.0365 GPa
inplane: sum of level times occupation change 1.0364 GPa
inplane: mean of A and E derivatives 0.8271 GPa
normal: Hellmann-Feynman stress 0.0000 GPa
normal: from free energy A, fixed T,N -0.0002 GPa
normal: from internal energy E, fixed T,N 0.8319 GPa
normal: T dS/dstrain per volume 0.8321 GPa
normal: sum of level times occupation change 0.8321 GPa
normal: mean of A and E derivatives 0.4158 GPa
inplane: from E at fixed entropy 0.3089 GPa
kT change between the two strained cells, fixed entropy -1.0779 meV
inplane: from E at frozen occupations 0.3087 GPa
frozen potential: Hellmann-Feynman -145.099 GPa
frozen potential: A at fixed N -145.099 GPa
frozen potential: A at fixed mu 106.172 GPa
frozen potential: A - mu N at fixed mu -145.099 GPa
chemical potential in this energy zero 8.2388 eV
electron gas: Fermi energy 11.652 eV
electron gas: T dS/dV by quadrature 0.7340 GPa
electron gas: T dS/dV by low-T formula 0.7354 GPa
electron gas: dA/dV minus zero-T value -0.3674 GPa
electron gas: dE/dV minus zero-T value 0.3665 GPa
electron gas: mean minus zero-T value -0.00046 GPa
electron gas: T dS/dV at 300 K 5.461 MPa
12^3 mesh: in-plane Hellmann-Feynman stress 0.2800 GPa
12^3 mesh: in-plane from A 0.2809 GPa
12^3 mesh: in-plane T dS/dstrain per volume 0.8932 GPa
fixed-cutoff correction to stress, estimate -9.843 GPa
lattice thermal pressure at 300 K, classical, rough Grueneisen 2: 1.49 GPa
```
